# The axial Gordon identity and chirality conservation at tree level

## Result

Let \(u=u(p)\) and \(u'=u(p')\) solve the free Dirac equation with the same mass \(m\), and let \(q=p'-p\), \(P=p'+p\). Then

\[
2m\,\bar u'\gamma^\mu\gamma_5u=\bar u'\left[q^\mu+i\sigma^{\mu\nu}P_\nu\right]\gamma_5u ,
\tag{1}
\]
\[
q_\mu\,\bar u'\gamma^\mu\gamma_5u=2m\,\bar u'\gamma_5u .
\tag{2}
\]

Equation (1) is the axial Gordon identity. Equation (2) is the momentum-space form of

\[
\partial_\mu J_5^\mu=2m\,\bar\psi\,i\gamma_5\psi,\qquad J_5^\mu=\bar\psi\gamma^\mu\gamma_5\psi .
\tag{3}
\]

The pseudoscalar density in (3) contains a factor \(i\), which makes it hermitian. At tree level the chiral charge \(Q_5=\int d^3x\,J_5^0\) is conserved if \(m=0\) and is not conserved if \(m\neq0\). This is a statement about the operator: particular matrix elements of the divergence can vanish for a massive particle too.

Units are \(\hbar=c=1\), so energies and momenta are measured in units of a mass. The metric is \((+,-,-,-)\), \(\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]\), and a slash means \(\slashed a=a_\mu\gamma^\mu\). Spinors are normalized to \(u^\dagger u=2E\), which for \(m\neq0\) is the same as \(\bar uu=2m\), with \(\bar u=u^\dagger\gamma^0\). For \(m=0\) only the first form fixes the normalization.

## 1. Simplest case: a uniform field

Write \(\beta=\gamma^0\), and use the chiral representation, where \(\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3\) is diagonal:

\[
\psi=\begin{pmatrix}L\\R\end{pmatrix},\quad
\gamma_5=\begin{pmatrix}-1&0\\0&1\end{pmatrix},\quad
\beta=\begin{pmatrix}0&1\\1&0\end{pmatrix}.
\]

The upper pair \(L\) is left-handed and the lower pair \(R\) is right-handed. If the field does not depend on position, the Dirac equation is \(i\dot\psi=m\beta\psi\), or

\[
\dot L=-imR,\qquad \dot R=-imL .
\]

The mass turns one chirality into the other. The chiral density is \(J_5^0=\psi^\dagger\gamma_5\psi=R^\dagger R-L^\dagger L\). Its two parts change at the rates

\[
\frac{d}{dt}R^\dagger R=im(L^\dagger R-R^\dagger L),\qquad
\frac{d}{dt}L^\dagger L=im(R^\dagger L-L^\dagger R).
\]

Subtracting the second from the first gives

\[
\dot J_5^0=2im\,(L^\dagger R-R^\dagger L).
\]

Since \(\beta\gamma_5\psi=(R,-L)^T\), the bracket is \(\psi^\dagger\beta\gamma_5\psi=\bar\psi\gamma_5\psi\). This is (3) without spatial derivatives. The sum of the two rates is zero, so the total density \(\psi^\dagger\psi\) is constant while chirality moves between its parts.

**Limit.** For \(m=0\), \(L\) and \(R\) are separately constant.

## 2. Any space dependence, and an electromagnetic field

Now let \(\psi\) vary in space and couple it to a classical field \(\mathcal A_\mu\):

\[
i\gamma^\mu(\partial_\mu+ie\mathcal A_\mu)\psi=m\psi .
\]

Multiplying by \(-i\) and moving the field term to the right gives

\[
\gamma^\mu\partial_\mu\psi=-im\psi-ie\slashed{\mathcal A}\psi .
\]

Taking the hermitian conjugate, multiplying by \(\gamma^0\) from the right and using \(\gamma^{\mu\dagger}=\gamma^0\gamma^\mu\gamma^0\) gives

\[
(\partial_\mu\bar\psi)\gamma^\mu=im\bar\psi+ie\bar\psi\slashed{\mathcal A}.
\]

The matrix \(\gamma_5\) anticommutes with every \(\gamma^\mu\). Therefore

\[
\begin{aligned}
\partial_\mu J_5^\mu
&=(\partial_\mu\bar\psi)\gamma^\mu\gamma_5\psi-\bar\psi\gamma_5\gamma^\mu\partial_\mu\psi\\
&=(im\bar\psi+ie\bar\psi\slashed{\mathcal A})\gamma_5\psi
+\bar\psi\gamma_5(im+ie\slashed{\mathcal A})\psi\\
&=2im\,\bar\psi\gamma_5\psi+ie\,\bar\psi\{\slashed{\mathcal A},\gamma_5\}\psi .
\end{aligned}
\]

The last anticommutator is zero, which leaves (3). No step exchanged \(\bar\psi\) with \(\psi\), so the algebra is the same for anticommuting field operators.

**Limit.** Without \(\gamma_5\), the second term of the first line has a plus sign. The mass terms are then \(im-im=0\), and the ordinary current is conserved for every mass.

The derivation multiplies two field operators at the same point as if the product were regular. Loop diagrams require that product to be regularized, and they add the axial anomaly to (3). That is why the result is restricted to tree level.

## 3. From the field to on-shell spinors

For the free quantized field, the normal-ordered current between one-electron states with relativistic normalization is

\[
\langle p'|J_5^\mu(x)|p\rangle=A^\mu e^{iq\cdot x},\qquad A^\mu=\bar u'\gamma^\mu\gamma_5u .
\]

The phase arises because \(\psi\) removes the incoming electron with a factor \(e^{-ip\cdot x}\) and \(\bar\psi\) creates the outgoing one with \(e^{ip'\cdot x}\). A derivative becomes \(iq_\mu\), so (3) reads \(iq_\mu A^\mu=2im\,\bar u'\gamma_5u\). Cancelling \(i\) gives (2).

The same relation follows from the spinor equations

\[
\slashed pu=mu,\qquad \bar u'\slashed p'=m\bar u' .
\]

Indeed,

\[
\begin{aligned}
q_\mu A^\mu&=\bar u'\slashed p'\gamma_5u-\bar u'\slashed p\gamma_5u\\
&=m\bar u'\gamma_5u+\bar u'\gamma_5\slashed pu
=2m\,\bar u'\gamma_5u .
\end{aligned}
\]

There is no division by \(m\), so the massless case is included.

**Limit.** For \(p'=p\) the left side is zero. If \(m\neq0\), it follows that \(\bar u'\gamma_5u=0\) for any two spin states of the same momentum.

## 4. The axial Gordon identity

The divergence is one combination of the four components \(A^\mu\). To resolve each component, write the mass once with each spinor equation:

\[
m A^\mu=\bar u'\slashed p'\gamma^\mu\gamma_5u,\qquad
m A^\mu=\bar u'\gamma^\mu\gamma_5\slashed pu=-\bar u'\gamma^\mu\slashed p\gamma_5u .
\]

Their sum is

\[
2mA^\mu=\bar u'(\slashed p'\gamma^\mu-\gamma^\mu\slashed p)\gamma_5u .
\]

Half the anticommutator plus half the commutator of two gamma matrices gives \(\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}\). With the antisymmetry of \(\sigma^{\mu\nu}\),

\[
\slashed p'\gamma^\mu=p'^\mu+i\sigma^{\mu\nu}p'_\nu,\qquad
\gamma^\mu\slashed p=p^\mu-i\sigma^{\mu\nu}p_\nu .
\]

The difference is \(q^\mu+i\sigma^{\mu\nu}P_\nu\), which proves (1). In the vector identity the two products are added, so \(P^\mu\) and \(q_\nu\) occupy these places. Moving \(\gamma_5\) past \(\slashed p\) exchanges them.

Subtracting the two expressions for \(mA^\mu\) gives a companion identity:

\[
0=\bar u'\left[P^\mu+i\sigma^{\mu\nu}q_\nu\right]\gamma_5u .
\tag{4}
\]

**Consistency with the divergence.** Contract (1) with \(q_\mu\):

\[
2m\,q_\mu A^\mu=q^2\,\bar u'\gamma_5u+\bar u'\,i\sigma^{\mu\nu}q_\mu P_\nu\gamma_5u .
\]

Contract (4) with \(P_\mu\) and use \(\sigma^{\mu\nu}P_\mu q_\nu=-\sigma^{\mu\nu}q_\mu P_\nu\):

\[
\bar u'\,i\sigma^{\mu\nu}q_\mu P_\nu\gamma_5u=P^2\,\bar u'\gamma_5u .
\]

Since \(q^2+P^2=2p'^2+2p^2=4m^2\), the result is \(2m\,q_\mu A^\mu=4m^2\bar u'\gamma_5u\). Division by \(2m\) returns (2) for \(m\neq0\). For \(m=0\), the left side of (1) is zero and the identity no longer determines \(A^\mu\); the direct derivation in section 3 is then needed.

**Limit.** For an electron at rest before and after, \(u=\sqrt m(\chi,\chi)^T\), with \(\chi\) a normalized two-component spinor. Here \(\gamma^0\gamma^i\gamma_5\) is the Pauli matrix \(\sigma_i\) acting on both \(L\) and \(R\), so \(A^i=2m\,\chi'^\dagger\sigma_i\chi\). The spatial axial current is then twice the spin matrix element times the normalization \(2m\). Because \(q=0\), all of it comes from the \(\sigma^{\mu\nu}\) term in (1).

## 5. A numerical case: deflection by 60 degrees

Take \(m=1\), \(|\mathbf p|=0.75\,m\), and hence \(E=\sqrt{1+0.5625}\,m=1.25\,m\). The electron initially moves along \(z\) and is deflected elastically by \(\theta=60^\circ\) in the \(xz\) plane. Then, in units of \(m\),

\[
q^\mu=(0,\,0.6495,\,0,\,-0.3750),\quad
P^\mu=(2.5,\,0.6495,\,0,\,1.1250).
\]

In the chiral representation the spinor equation is

\[
(E-\boldsymbol\sigma\cdot\mathbf p)u_R=mu_L,\qquad
(E+\boldsymbol\sigma\cdot\mathbf p)u_L=mu_R .
\]

For helicity \(\lambda=\pm1\), \(\boldsymbol\sigma\cdot\mathbf p\,\chi_\lambda=\lambda|\mathbf p|\chi_\lambda\), and a solution is

\[
u_\lambda=\begin{pmatrix}\sqrt{E-\lambda|\mathbf p|}\,\chi_\lambda\\
\sqrt{E+\lambda|\mathbf p|}\,\chi_\lambda\end{pmatrix}.
\]

It works because \((E-\lambda|\mathbf p|)(E+\lambda|\mathbf p|)=m^2\). The incoming state has \(\chi_+=(1,0)^T\). The outgoing ones have \(\chi'_+=(\cos\frac\theta2,\sin\frac\theta2)^T\) and \(\chi'_-=(-\sin\frac\theta2,\cos\frac\theta2)^T\).

**Helicity flip.** From \(\bar u'\gamma_5u=u_L'^\dagger u_R-u_R'^\dagger u_L\),

\[
\bar u'\gamma_5u=\left[(E+|\mathbf p|)-(E-|\mathbf p|)\right]\chi_-'^\dagger\chi_+
=-2|\mathbf p|\sin\frac\theta2=-0.75\,m .
\]

The time component \(A^0=u_R'^\dagger u_R-u_L'^\dagger u_L\) is \((m-m)\chi_-'^\dagger\chi_+=0\). The spatial components are \(A^i=2m\chi_-'^\dagger\sigma_i\chi_+\), or \((1.732,\,1.732i,\,-1)\,m\). Identity (1), divided by \(2m\), splits them as follows, in units of \(m\):

- \(x\): \(-0.244+1.976=1.732\)
- \(y\): \(0+1.732i=1.732i\)
- \(z\): \(0.141-1.141=-1.000\)

The first number is the \(q^\mu\) term and the second is the \(\sigma^{\mu\nu}\) term. The divergence is

\[
q_\mu A^\mu=-(0.6495)(1.7321)\,m^2-(-0.375)(-1)\,m^2=-1.5\,m^2,
\]

while \(2m\,\bar u'\gamma_5u=2(-0.75)\,m^2=-1.5\,m^2\).

**No flip.** Now \(\bar u'\gamma_5u=(m-m)\chi_+'^\dagger\chi_+=0\), and the divergence vanishes although \(m\neq0\). The current itself does not vanish: for example \(A^0=2|\mathbf p|\cos\frac\theta2=1.299\,m\). One vanishing matrix element therefore cannot establish that chirality is conserved.

**Limit.** Let \(m\to0\) at fixed \(|\mathbf p|\) and \(\theta\). The flip element of the pseudoscalar density stays at \(-2|\mathbf p|\sin\frac\theta2\). Its coefficient \(2m\) makes the divergence vanish.

## 6. Pairs and the chiral charge

A positron spinor \(v(k)\) satisfies \((\slashed k+m)v=0\), which is the electron equation with \(p\) replaced by \(-k\). The derivations above used no other property of \(u\), so for pair creation

\[
(p'+k)_\mu\,\bar u'\gamma^\mu\gamma_5v=2m\,\bar u'\gamma_5v .
\]

If the pair has zero total momentum, \(p'+k=(2E,\mathbf 0)\) and \(\bar u'\gamma^0\gamma_5v=(m/E)\,\bar u'\gamma_5v\). The charge \(Q_5\), being an integral over all space, can create such a pair.

To see this in the quantized theory, keep one momentum \(\mathbf p\neq0\), with four field components obeying \(\{\psi_a,\psi_b^\dagger\}=\delta_{ab}\). With \(\boldsymbol\alpha=\gamma^0\boldsymbol\gamma\),

\[
H=\psi^\dagger h\psi,\quad h=\boldsymbol\alpha\cdot\mathbf p+\beta m,\quad Q_5=\psi^\dagger\gamma_5\psi .
\]

The anticommutators give

\[
[\psi_a^\dagger\psi_b,\psi_c^\dagger\psi_d]
=\delta_{bc}\psi_a^\dagger\psi_d-\delta_{ad}\psi_c^\dagger\psi_b ,
\]

and hence \([H,Q_5]=\psi^\dagger[h,\gamma_5]\psi\). The matrix \(\gamma_5\) commutes with \(\boldsymbol\alpha\), a product of two gamma matrices, and anticommutes with \(\beta\). Thus

\[
\dot Q_5=i[H,Q_5]=2m\,\psi^\dagger i\beta\gamma_5\psi .
\]

For \(m=0\) the charge is conserved. For \(m\neq0\), act with it on the vacuum, in which the negative-energy levels are filled. At helicity \(\lambda\) the amplitudes of \(L\) and \(R\) along \(\chi_\lambda\) obey

\[
h_\lambda=\begin{pmatrix}-\lambda|\mathbf p|&m\\m&\lambda|\mathbf p|\end{pmatrix},
\]

with normalized eigenvectors of energy \(+E\) and \(-E\)

\[
w_+=\frac1{\sqrt{2E}}\begin{pmatrix}\sqrt{E-\lambda|\mathbf p|}\\\sqrt{E+\lambda|\mathbf p|}\end{pmatrix},\quad
w_-=\frac1{\sqrt{2E}}\begin{pmatrix}-\sqrt{E+\lambda|\mathbf p|}\\\sqrt{E-\lambda|\mathbf p|}\end{pmatrix}.
\]

Their chirality matrix elements are

\[
w_\pm^\dagger\gamma_5w_\pm=\pm\frac{\lambda|\mathbf p|}{E},\qquad
w_+^\dagger\gamma_5w_-=\frac{m+m}{2E}=\frac mE .
\]

The diagonal contributions of the two filled levels cancel between \(\lambda=+1\) and \(\lambda=-1\). The off-diagonal element lifts an electron from \(w_-\) to \(w_+\), which creates a pair. The two helicities give orthogonal pair states, so

\[
\|Q_5|0\rangle\|^2=2\left(\frac mE\right)^2 .
\]

A conserved charge could not change the energy, but this component of \(Q_5|0\rangle\) lies \(2E\) above the vacuum. Since it is nonzero for every \(m\neq0\), chirality is conserved only for zero mass. In the example its squared norm is \(2(0.8)^2=1.28\). At the same momentum, it falls to 0.0349 for a mass of 0.1 and to zero for a massless field.

**Oscillation in one mode.** Superpose the vacuum and the \(\lambda=+1\) pair equally, with the phase for which their \(Q_5\) matrix element is \(+m/E\). Moving the electron from \(w_-\) to \(w_+\) gives the pair a mean chiral charge \(2|\mathbf p|/E\); the vacuum has none. The relative phase of the states turns at frequency \(2E\), so

\[
\langle Q_5\rangle(t)=\frac{|\mathbf p|}{E}+\frac mE\cos2Et .
\]

For the example this begins at \(0.6+0.8=1.4\) and reaches \(0.6-0.8=-0.2\) after half a period, \(\pi/(2E)=1.257/m\). The derivative is \(-2m\sin2Et\), equal to \(-2m\) after a quarter period. The frequency is \(2.5\,m\), which for the electron mass is about 46,947 hartree, a period of \(3.2\times10^{-21}\) s. The state is a coherent superposition of the vacuum and a pair in one momentum mode; it illustrates the operator equation and is not proposed as a measurement.

## 7. Tree diagrams with an attached photon

In a tree diagram the electron line next to the current may be off shell. Let a photon with momentum \(k\) and polarization vector \(\varepsilon\) enter the line. The momentum supplied by the axial current is now \(q=p'-p-k\). Define

\[
l=p+k,\quad l'=p'-k,\quad S(l)=\frac{\slashed l+m}{l^2-m^2},\quad (\slashed l-m)S(l)=1 .
\]

Apart from a common factor, an insertion \(\Gamma\) has the amplitude

\[
M_\Gamma=\bar u'\left[\Gamma S(l)\slashed\varepsilon+\slashed\varepsilon S(l')\Gamma\right]u .
\]

Set \(\Gamma=\slashed q\gamma_5\). In the first ordering \(q=p'-l\), so

\[
\bar u'\slashed q\gamma_5=\bar u'(m\gamma_5+\gamma_5\slashed l)
=\bar u'\left[2m\gamma_5+\gamma_5(\slashed l-m)\right].
\]

In the second ordering \(q=l'-p\), so

\[
\slashed q\gamma_5u=(\slashed l'+m)\gamma_5u
=\left[2m+(\slashed l'-m)\right]\gamma_5u .
\]

In each ordering the last term cancels the propagator. Adding them gives

\[
M_{\slashed q\gamma_5}=2m\,M_{\gamma_5}
+\bar u'(\gamma_5\slashed\varepsilon+\slashed\varepsilon\gamma_5)u
=2m\,M_{\gamma_5}.
\]

Neither ordering satisfies this relation by itself in general; the leftover terms cancel in the sum. The derivation needs only \(l^2\neq m^2\) and \(l'^2\neq m^2\), so that both propagators exist. It uses neither \(k^2=0\) nor any condition on \(\varepsilon\), so the photon may be real or virtual.

**Limit.** For \(m=0\) the divergence vanishes with the photon attached as well.

## 8. Scattering by a static Coulomb field

The lowest-order amplitude for a fixed charge contains the vertex

\[
\bar u'\gamma^0u=u_L'^\dagger u_L+u_R'^\dagger u_R .
\]

This vertex joins equal chiralities. A massive helicity state contains both chiralities, however, so its helicity can change. The spinors of section 5 give

\[
|\bar u'\gamma^0u|=
\begin{cases}
2E\cos(\theta/2),&\text{no flip},\\
2m\sin(\theta/2),&\text{flip}.
\end{cases}
\]

The remaining factors are common to both outcomes. At a given angle, the fraction of electrons with reversed helicity is therefore

\[
f=\frac{m^2\sin^2(\theta/2)}{E^2\cos^2(\theta/2)+m^2\sin^2(\theta/2)} .
\]

For the 60-degree example the magnitudes are \(2.165\,m\) and \(1\,m\), so \(f=1/(2.165^2+1)=0.176\). At the same momentum and angle, a mass of 0.1 gives \(f=0.0058\). This is the first Born result and requires \(Z\alpha/v\ll1\), with \(Z\) the nuclear charge and \(v=|\mathbf p|/E\). For an electron with \(v=0.6\) scattered by \(60^\circ\), the exact amplitudes of an unscreened point nucleus give \(f=0.175\) for \(Z=1\), \(0.172\) for \(Z=6\) and \(0.102\) for \(Z=79\), so the formula fails for heavy elements.

**Limit.** For \(m=0\), \(E=|\mathbf p|\), and a positive-helicity spinor has only its \(R\) part. Helicity and chirality then coincide for the electron, and \(f=0\) for \(\theta<180^\circ\). At \(180^\circ\) both amplitudes vanish and the fraction is undefined.

The numerical check tests the identities on random on-shell spinors, and the charge equation in an explicit Fock space for one momentum.

## Computed results

```
complex numbers are printed as (real, imaginary)
mass m = 1.0000 (unit of mass)
momentum |p| = 0.7500 m; energy E = 1.2500 m
scattering angle = 60.0 degrees
q^mu [m]: 0.0000 0.6495 0.0000 -0.3750
P^mu [m]: 2.5000 0.6495 0.0000 1.1250
q^2 = -0.5625 m^2; P^2 = 4.5625 m^2
u(p), helicity + [m^1/2]: 0.7071 0.0000 1.4142 0.0000
flip: u(p') [m^1/2]: -0.7071 1.2247 -0.3536 0.6124
flip: mu, A^mu, q term/2m, sigma term/2m [m]
  0 (0.0000, 0.0000) (0.0000, 0.0000) (0.0000, 0.0000)
  1 (1.7321, 0.0000) (-0.2436, 0.0000) (1.9756, 0.0000)
  2 (0.0000, 1.7321) (0.0000, 0.0000) (0.0000, 1.7321)
  3 (-1.0000, 0.0000) (0.1406, 0.0000) (-1.1406, 0.0000)
flip: ubar' gamma5 u = (-0.7500, 0.0000) m
flip: q.A = (-1.5000, 0.0000) m^2
flip: 2m ubar' gamma5 u = (-1.5000, 0.0000) m^2
non-flip: u(p') [m^1/2]: 0.6124 0.3536 1.2247 0.7071
non-flip: mu, A^mu, q term/2m, sigma term/2m [m]
  0 (1.2990, 0.0000) (0.0000, 0.0000) (1.2990, 0.0000)
  1 (1.2500, 0.0000) (0.0000, 0.0000) (1.2500, 0.0000)
  2 (0.0000, 1.2500) (0.0000, 0.0000) (0.0000, 1.2500)
  3 (2.1651, 0.0000) (0.0000, 0.0000) (2.1651, 0.0000)
non-flip: ubar' gamma5 u = (0.0000, 0.0000) m
non-flip: q.A = (0.0000, 0.0000) m^2
non-flip: 2m ubar' gamma5 u = (0.0000, 0.0000) m^2
Coulomb vertex at fixed |p| and angle:
  mass 1.0: non-flip 2.1651, flip 1.0000, flip fraction 0.175824
  mass 0.1: non-flip 1.3105, flip 0.1000, flip fraction 0.005789
  mass 0.0: non-flip 1.2990, flip 0.0000, flip fraction 0.000000
chiral charge of one momentum mode (dimensionless):
  mass 1.0: norm^2 of Q5|0> = 1.280000, pair element = 0.800000
  mass 0.1: norm^2 of Q5|0> = 0.034934, pair element = 0.132164
  mass 0.0: norm^2 of Q5|0> = 0.000000, pair element = 0.000000
vacuum + pair state, m = 1: frequency 2E = 2.5000 m
  2E for the electron mass = 46947.2 hartree
  <Q5> at t = 0: 1.4000
  half period = 1.2566 1/m
  <Q5> after half a period: -0.2000
  d<Q5>/dt after a quarter period: -2.0000 m
```
